# Small-q Plasmons from the RPA Dielectric Function in Three and Two Dimensions

A uniform electron gas at zero temperature has density $n$, two spin states per orbital, and a rigid neutralizing background. It fills either three-dimensional space or a plane. In both cases two electrons a distance $r$ apart repel with energy $1/r$, and no other dielectric is present. Hartree atomic units are used, so the electron mass is 1, $\varepsilon_k=k^2/2$, and the Fermi velocity $v_F$ equals the Fermi wave number $k_F$. The problem is to find how the frequency of a free charge oscillation depends on its wave number $q$ when $q$ is small.

## (a) The plasmon condition

**Question.** In the random phase approximation (RPA), electrons respond as free particles to the sum of the external potential and the Hartree potential of the induced density. Find the condition for an oscillation without external drive.

**Solution.** Let the total potential energy be $V e^{i(\mathbf q\cdot\mathbf r-\omega t)}$. To first order in $V$, the equation of motion $i\,\partial_t\rho=[h,\rho]$ for the one-particle density matrix gives, between plane waves $\mathbf k+\mathbf q$ and $\mathbf k$,

$$\omega\,\rho_{\mathbf k+\mathbf q,\mathbf k}=(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k})\,\rho_{\mathbf k+\mathbf q,\mathbf k}+V\,(f_{\mathbf k}-f_{\mathbf k+\mathbf q}).$$

Here $f_{\mathbf k}$ is 1 inside the Fermi surface and 0 outside. The last term is the commutator of $V$ with the unperturbed density matrix. Solving for $\rho_{\mathbf k+\mathbf q,\mathbf k}$ and summing over $\mathbf k$ and spin gives the induced density $\chi_0V$, with

$$\chi_0(q,\omega)=2\int\!\frac{d^dk}{(2\pi)^d}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\omega+\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}} .$$

The total potential is $V=V_{\rm ext}+v(q)\chi_0V$, where $v(q)$ is the Fourier transform of $1/r$. Hence $V=V_{\rm ext}/\epsilon$ with $\epsilon=1-v\chi_0$. A finite $V$ without $V_{\rm ext}$ requires

$$1=v(q)\,\chi_0(q,\omega).$$

## (b) Where the root lies

**Question.** Write $\chi_0$ as an integral over occupied states. Find the frequencies above which no denominator vanishes, and bracket the root there.

**Solution.** In the term with $f_{\mathbf k+\mathbf q}$, substitute $\mathbf k\to-\mathbf k-\mathbf q$. Then $f_{\mathbf k+\mathbf q}\to f_{\mathbf k}$, and the two energies change places. With the pair energy

$$\Delta=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=\mathbf k\cdot\mathbf q+\tfrac12q^2,$$

the result is

$$\chi_0=2\int\!\frac{d^dk}{(2\pi)^d}f_{\mathbf k}\left[\frac1{\omega-\Delta}-\frac1{\omega+\Delta}\right]
=2\int\!\frac{d^dk}{(2\pi)^d}f_{\mathbf k}\,\frac{2\Delta}{\omega^2-\Delta^2}.$$

For occupied $\mathbf k$, $|\Delta|\le\omega_+$ with $\omega_+=v_Fq+q^2/2$. For $\omega>\omega_+$ the integrand is therefore regular and $\chi_0$ is real. The energy of a plasmon in this region cannot be handed to a single electron–hole pair of the same $q$.

The integrand is odd in $\Delta$. The substitution $\mathbf k\to-\mathbf k-\mathbf q$ sends $\Delta$ to $-\Delta$ and exchanges $f_{\mathbf k}$ with $f_{\mathbf k+\mathbf q}$, so the region where both states are occupied contributes zero. What remains has $\mathbf k$ occupied and $\mathbf k+\mathbf q$ empty, and there $\Delta>0$. Every remaining contribution is positive and falls as $\omega$ grows, so there is at most one root above $\omega_+$.

The same cancellation holds for the integral of $2\Delta$ alone. Over all occupied states that integral is $nq^2$, because $\mathbf k\cdot\mathbf q$ averages to zero. Since $0<\Delta\le\omega_+$ in the remaining region,

$$\frac{nq^2}{\omega^2}\le\chi_0\le\frac{nq^2}{\omega^2-\omega_+^2}.$$

Define $\Omega^2=nq^2v(q)$. If $\Omega>\omega_+$, the lower bound makes $v\chi_0>1$ just above $\omega_+$, and the upper bound makes it vanish at large $\omega$. A root then exists, and inserting $v\chi_0=1$ in the two bounds gives

$$\Omega^2\le\omega^2\le\Omega^2+\omega_+^2 .$$

## (c) Expansion of the response

**Question.** Expand $\chi_0$ for $v_Fq\ll\omega$ up to the first effect of the electrons' motion, in $d=3$ and $d=2$.

**Solution.** The identity

$$\frac{2\Delta}{\omega^2-\Delta^2}=\frac{2\Delta}{\omega^2}+\frac{2\Delta^3}{\omega^4}+\frac{2\Delta^5}{\omega^4(\omega^2-\Delta^2)}$$

is checked by multiplying through by $\omega^2-\Delta^2$. Let $\langle\cdot\rangle$ be the average over occupied states, so that the integral with its spin factor is $n\langle\cdot\rangle$. Odd powers of $\mathbf k\cdot\mathbf q$ average to zero, which leaves

$$\langle\Delta\rangle=\frac{q^2}2,\qquad
\langle\Delta^3\rangle=\frac{3q^2}{2}\langle(\mathbf k\cdot\mathbf q)^2\rangle+\frac{q^6}{8}.$$

By isotropy $\langle(\mathbf k\cdot\mathbf q)^2\rangle=q^2\langle k^2\rangle/d$. The radial average is

$$\langle k^2\rangle=\frac{\int_0^{k_F}k^{d+1}dk}{\int_0^{k_F}k^{d-1}dk}=\frac{d}{d+2}\,k_F^2 ,$$

that is, $3k_F^2/5$ in 3D and $k_F^2/2$ in 2D. Therefore $2\langle\Delta^3\rangle=3v_F^2q^4/(d+2)+q^6/4$, and

$$\chi_0=\frac{nq^2}{\omega^2}\left[1+\frac{3}{d+2}\frac{v_F^2q^2}{\omega^2}+\frac{q^4}{4\omega^2}+R\right].$$

The remainder $R$ comes from an integrand odd in $\Delta$, so the cancellation in (b) applies to it too. In the surviving region $\Delta^4\le\omega_+^4$, and hence

$$0\le R\le\frac{\omega_+^4}{\omega^2(\omega^2-\omega_+^2)}.$$

This is of order $(v_Fq/\omega)^4$ at small $q$. The leading 1 is the response of electrons at rest. The next term is due to their spread of velocities along $\mathbf q$. The term $q^4/(4\omega^2)$ comes from the recoil energy $q^2/2$. The expansion cannot be used in the static limit, where $\omega\ll v_Fq$.

## (d) The interaction in wave-number space

**Question.** Find $v(q)$ in both dimensions.

**Solution.** A factor $e^{-\eta r}$ makes the integrals converge, and $\eta\to0$ is taken at the end. In 3D, the angular average of $e^{-i\mathbf q\cdot\mathbf r}$ is $\sin(qr)/(qr)$, so

$$v=\frac{4\pi}{q}\int_0^\infty\!\sin(qr)\,e^{-\eta r}dr=\frac{4\pi}{q^2+\eta^2}\to\frac{4\pi}{q^2}.$$

In 2D the area element $r\,dr\,d\theta$ cancels the $1/r$. Integrating over $r$ first gives

$$v=\int_0^{2\pi}\!\frac{d\theta}{\eta+iq\cos\theta}
=\int_0^{2\pi}\!\frac{\eta\,d\theta}{\eta^2+q^2\cos^2\theta}.$$

The imaginary part has dropped out because it changes sign under $\theta\to\pi-\theta$. With $t=\tan\theta$, which covers the real line twice,

$$v=2\eta\int_{-\infty}^{\infty}\!\frac{dt}{\eta^2t^2+\eta^2+q^2}=\frac{2\pi}{\sqrt{q^2+\eta^2}}\to\frac{2\pi}{q}.$$

The quantity $\Omega^2=nq^2v$ is thus $4\pi n$ in 3D, independent of $q$, and $2\pi nq$ in 2D. This difference decides whether the oscillation keeps a finite frequency at long wavelength.

## (e) Three dimensions

**Question.** Find $\omega^2$ through order $q^2$, and then the first correction to that law.

**Solution.** Let $\omega_p^2=4\pi n$. Multiplying $1=v\chi_0$ by $\omega^2$ and using (c) with $d=3$,

$$\omega^2=\omega_p^2\left[1+\frac35\frac{v_F^2q^2}{\omega^2}+\frac{q^4}{4\omega^2}+R\right].$$

The bracket in (b) gives $\omega^2=\omega_p^2+O(q^2)$. In the second term $\omega^2$ may therefore be replaced by $\omega_p^2$ at the cost of an error of order $q^4$. The last two terms are also of order $q^4$. Hence

$$\boxed{\;\omega^2=\omega_p^2+\tfrac35v_F^2q^2+O(q^4)\;}$$

For the $q^4$ term, the leading part of $R$ is needed. It comes from $2\langle\Delta^5\rangle/\omega^6$. The term of lowest order in $q$ that survives the average is

$$2\langle\Delta^5\rangle\simeq2\cdot5\cdot\frac{q^2}{2}\langle(\mathbf k\cdot\mathbf q)^4\rangle
=5q^2\cdot\frac{q^4\langle k^4\rangle}{5}=\frac37v_F^4q^6 ,$$

since $\cos^4\theta$ averages to $1/5$ over the sphere and $\langle k^4\rangle=3k_F^4/7$. Dividing by the common factor $q^2/\omega^2$ gives $R\simeq3v_F^4q^4/(7\omega^4)$.

In the $q^2$ term, $\omega_p^2/\omega^2=1-\tfrac35v_F^2q^2/\omega_p^2+O(q^4)$, which adds $-\tfrac{9}{25}v_F^4q^4/\omega_p^2$. Collecting the three contributions,

$$\omega^2=\omega_p^2+\frac35v_F^2q^2+\left[\frac14+\left(\frac37-\frac9{25}\right)\frac{v_F^4}{\omega_p^2}\right]q^4+O(q^6),
\qquad \frac37-\frac9{25}=\frac{12}{175}.$$

The coefficient $3/5$ belongs to the RPA. Suppose exchange and correlation are described by replacing $v$ with $v(1-\gamma q^2)$, where $\gamma$ is a constant. Then $\omega_p^2$ is multiplied by the same factor, and the coefficient of $q^2$ becomes $\tfrac35v_F^2-\gamma\omega_p^2$. The frequency at $q=0$ is unchanged in that model. As a rough measure of size, the static exchange kernel gives $\gamma\omega_p^2=k_F/(3\pi)$, which is 0.068 against $\tfrac35v_F^2=0.246$ at the density of (h). The comparisons in (h) are with the RPA root, not with the exact dispersion of the interacting gas.

## (f) Two dimensions

**Question.** Find the leading law and its first correction. Is the expansion still allowed if $\omega$ tends to zero?

**Solution.** Now $\Omega^2=2\pi nq$. The lower bound in (b) gives

$$\frac{v_Fq}{\omega}\le\frac{v_Fq}{\sqrt{2\pi nq}}=v_F\sqrt{\frac{q}{2\pi n}}\to0 .$$

The frequency vanishes, but more slowly than the edge of the pair continuum, so the expansion is allowed. With $d=2$,

$$\omega^2=2\pi nq\left[1+\frac34\frac{v_F^2q^2}{\omega^2}+\frac{q^4}{4\omega^2}+R\right].$$

By (b), $\omega^2=2\pi nq\,[1+O(q)]$. The second term is then $\tfrac34v_F^2q^2+O(q^3)$. The third is of order $q^4$. Since $R=O(q^2)$, the last is of order $q^3$. Hence

$$\boxed{\;\omega^2=2\pi nq+\tfrac34v_F^2q^2+O(q^3),\qquad \omega\to\sqrt{2\pi n q}\;}$$

The leading term comes from the response of electrons at rest, so it depends on the density alone and not on the spread of velocities. (For two spin states $2\pi n$ happens to equal $k_F^2$, but at fixed $n$ a different degeneracy changes $v_F$ and leaves $2\pi nq$ unchanged.) The coefficient $3/4$, like $3/5$ in 3D, belongs to the RPA: replacing $v$ with $v(1-\gamma q)$ turns it into $\tfrac34v_F^2-2\pi n\gamma$. As a rough measure of size, the static exchange kernel of the 2D gas gives $2\pi n\gamma=k_F/\pi$, which is 0.225 against $\tfrac34v_F^2=0.375$ at the density of (h). The group velocity $d\omega/dq=\tfrac12\sqrt{2\pi n/q}$ grows without limit as $q\to0$, which signals that an instantaneous interaction is no longer adequate. The phase velocity $\omega/q$ reaches the speed of light $c$ at $q=2\pi n/c^2$, so the law requires $q$ to be much larger than this value while still small on the scale of (c).

## (g) The 2D root in closed form

**Question.** In 2D the integral for $\chi_0$ can be done without expansion. Find the plasmon frequency, compare it with (f), and find where the branch ends.

**Solution.** Let $A_\pm=\omega\pm q^2/2$, so that $\omega\mp\Delta=A_\mp\mp kq\cos\theta$. For $A>B\ge0$, the substitution $t=\tan(\theta/2)$ gives

$$\int_0^{2\pi}\!\frac{d\theta}{A\mp B\cos\theta}=\int_{-\infty}^{\infty}\!\frac{2\,dt}{(A\mp B)+(A\pm B)t^2}=\frac{2\pi}{\sqrt{A^2-B^2}} .$$

The first form of $\chi_0$ in (b) then becomes

$$\chi_0=\frac1\pi\int_0^{k_F}\!k\,dk\left[\frac1{\sqrt{A_-^2-k^2q^2}}-\frac1{\sqrt{A_+^2-k^2q^2}}\right].$$

Each radial integral is $(A_\pm-X_\pm)/q^2$ with $X_\pm=\sqrt{A_\pm^2-k_F^2q^2}$. Because $A_--A_+=-q^2$,

$$\chi_0=\frac{-q^2+X_+-X_-}{\pi q^2}.$$

The condition $(2\pi/q)\chi_0=1$ reads $X_+-X_-=q^2s$ with $s=1+q/2$, where $q$ is in inverse bohr. Also $X_+^2-X_-^2=A_+^2-A_-^2=2\omega q^2$, and division gives $X_++X_-=2\omega/s$. Hence

$$X_\pm=\frac{\omega}{s}\pm\frac{q^2s}{2}.$$

Squaring $X_+$ and equating it to its definition,

$$\frac{\omega^2}{s^2}+\omega q^2+\frac{q^4s^2}{4}=\omega^2+\omega q^2+\frac{q^4}{4}-k_F^2q^2 .$$

The terms $\omega q^2$ cancel. Using $s^2-1=q(1+q/4)$ and solving for $\omega^2$,

$$\omega^2=\left(1+\frac q2\right)^2\left[\frac{k_F^2q}{1+q/4}+\frac{q^4}{4}\right].$$

At small $q$, $(1+q/2)^2/(1+q/4)=1+\tfrac34q+\tfrac1{16}q^2+O(q^3)$. In 2D the density is $n=2\pi k_F^2/(2\pi)^2=k_F^2/(2\pi)$, so $k_F^2q=2\pi nq$, and both terms of (f) are recovered.

Squaring can admit a false root, so $X_-\ge0$ must be imposed, that is, $\omega\ge q^2s^2/2$. Squaring this inequality and inserting $\omega^2$,

$$\frac{k_F^2q}{1+q/4}\ge\frac{q^4(s^2-1)}{4}=\frac{q^5(1+q/4)}{4}
\quad\Longrightarrow\quad q^2\left(1+\frac q4\right)\le2k_F .$$

At equality $X_-=0$, which means $\omega=\omega_+$. The branch meets the pair continuum there, and at larger $q$ there is no root above the continuum.

## (h) Numbers for two model gases

**Question.** Take $r_s=3$ bohr in 3D and $r_s=2$ bohr in 2D, where $r_s$ is the radius of the sphere or disc that holds one electron on average. How well do the small-$q$ laws reproduce the RPA roots?

**Solution.** In 3D, $n=3/(4\pi r_s^3)=0.008842$ bohr$^{-3}$, so $\omega_p=\sqrt{4\pi n}=0.33333$ hartree, or 9.07 eV. The Fermi velocity is $v_F=(3\pi^2n)^{1/3}=0.63972$, and $\tfrac35v_F^2=0.24554$. At $q=0.10$ bohr$^{-1}$ the law gives

$$\omega=\sqrt{0.33333^2+0.24554\times0.10^2}=0.33700\ \text{hartree}.$$

The root obtained by quadrature of the defining integral is 0.33705 hartree, or 9.17 eV. The law is low by 0.016% of the root. At $q=0.20$ bohr$^{-1}$ it is low by 0.25%. This growth by a factor of about 16 when $q$ doubles is what an omitted $q^4$ term produces. The coefficient of that term is 0.3534 both from the formula in (e) and from the numerical roots.

The condition $v\chi_0=1$ at $q=0.10$ bohr$^{-1}$ shows the order of the terms in (c):

$$0.97807+0.02136+0.00058\simeq1 .$$

These are the contributions of $\Delta$, of $\Delta^3$, and of the remainder.

In 2D, $n=1/(\pi r_s^2)=0.079577$ bohr$^{-2}$, which gives $2\pi n=0.5$, $v_F=0.70711$ and $\tfrac34v_F^2=0.375$. At $q=0.04$ bohr$^{-1}$,

$$\sqrt{0.5\times0.04}=0.14142,\qquad
\sqrt{0.5\times0.04+0.375\times0.04^2}=0.14353\ \text{hartree}.$$

The RPA root is 0.14354 hartree, or 3.91 eV. The square-root law alone is low by 1.5% of the root, and the second term removes most of that error. At $q=0.16$ bohr$^{-1}$ the root is 0.2999 hartree, against 0.2828 from the square root and 0.2993 from two terms.

The 2D branch meets the continuum at $q=1.058$ bohr$^{-1}$ and $\omega=1.307$ hartree, far outside the range of the small-$q$ law. The numerical check finds the roots from the definition of $\chi_0$ and confirms the coefficients $3/5$ and $3/4$, the exponent $1/2$, and the closed 2D formula.

## Table of computed values

```
3D GAS, model parameters
r_s = 3.0 bohr, density n = 0.008842 bohr^-3
kF = vF = 0.63972 a.u., mean k^2 = 0.24554 bohr^-2
wp = 0.33333 hartree = 9.070 eV
(3/5) vF^2 = 0.24554 a.u.
q (1/bohr) | RPA root | law to q^2 | pair edge (hartree) | law error %
0.05 | 0.334256 | 0.334253 | 0.033236 | -0.001
0.10 | 0.337050 | 0.336996 | 0.068972 | -0.016
0.20 | 0.348634 | 0.347754 | 0.147944 | -0.252
RPA root at q = 0.10 1/bohr: 9.172 eV
Contributions to v*chi0 at this root (dimensionless):
  Delta term      0.978068
  Delta^3 term    0.021356
  exact remainder 0.000576
  sum             1.000000
(w^2-wp^2)/(vF q)^2 from root at q = 0.02 1/bohr: 0.60035
q^4 coefficient: from roots 0.3534, formula 0.3534 a.u.
2D GAS, model parameters
r_s = 2.0 bohr, density n = 0.079577 bohr^-2
kF = vF = 0.70711 a.u., mean k^2 = 0.25000 bohr^-2
2 pi n = 0.50000 a.u., (3/4) vF^2 = 0.37500 a.u.
q (1/bohr) | RPA root | sqrt law | two-term law | pair edge (hartree)
0.01 | 0.070976 | 0.070711 | 0.070975 | 0.007121
0.04 | 0.143536 | 0.141421 | 0.143527 | 0.029084
0.16 | 0.299857 | 0.282843 | 0.299333 | 0.125937
RPA root at q = 0.04 1/bohr: 3.906 eV
d ln w / d ln q between q = 0.001 and 0.002 1/bohr: 0.50054
(w^2-2 pi n q)/(vF q)^2 from root at q = 0.01 1/bohr: 0.75067
2D plasmon meets the pair continuum at q = 1.0576 1/bohr, w = 1.3071 hartree
v*chi0 just above the edge: 1.1850 at 0.9 q_end, 0.8237 at 1.1 q_end
```
